\section*{Mode Grüneisen tensor from cubic force constants: relaxation and origin independence}

\section{Strain as a displacement of atoms}

Q: I am told that the strain dependence of a phonon frequency follows from cubic force constants multiplied by atomic positions. A strain changes the cell, while force constants describe small displacements in a fixed crystal. How can one give the other?

A: A strain is a particular set of displacements. Atom $\kappa$ of cell $l$ has mass $m_\kappa$ and sits at $\mathbf R(l\kappa)=\mathbf R_l+\boldsymbol\tau_\kappa$. Let $\Phi_{\alpha\beta}(1,2)$ and $\Psi_{\alpha\beta\gamma}(1,2,3)$ be the second and third derivatives of the static energy with respect to the coordinates of atoms 1, 2, 3. They are real, symmetric under exchange of atom-and-direction pairs, unchanged when all cells are shifted by one lattice vector, and here assumed short-ranged. The forces on all atoms vanish in the reference crystal. A homogeneous deformation moves each atom by
\begin{equation}
u_\gamma(l\kappa)=\eta_{\gamma\nu}R_\nu(l\kappa)+w_{\kappa\gamma},\qquad w_{\kappa\gamma}=\Lambda_{\kappa\gamma,\mu\nu}\,\eta_{\mu\nu},\tag{1}
\end{equation}
with repeated Cartesian indices summed. The nine $\eta_{\mu\nu}$ are independent, and $w_\kappa$ is a shift of sublattice $\kappa$, the same in every cell. Since $\Psi$ is the derivative of $\Phi$, to first order $\delta\Phi_{\alpha\beta}(1,2)=\sum_3\Psi_{\alpha\beta\gamma}(1,2,3)u_\gamma(3)$. Putting atom 1 in the home cell and collecting the coefficient of $\eta_{\mu\nu}$,
\begin{equation}
\Phi^{\mu\nu}_{\alpha\beta}(0\kappa,l'\kappa')=\sum_{l''\kappa''}\Psi_{\alpha\beta\gamma}(0\kappa,l'\kappa',l''\kappa'')\big[\delta_{\gamma\mu}R_\nu(l''\kappa'')+\Lambda_{\kappa''\gamma,\mu\nu}\big].\tag{2}
\end{equation}

Q: The dynamical matrix also contains phases, and the strain moves the lattice vectors.

A: With lattice-vector phases,
\begin{equation}
D_{\kappa\alpha,\kappa'\beta}(\mathbf q)=(m_\kappa m_{\kappa'})^{-1/2}\sum_{l'}\Phi_{\alpha\beta}(0\kappa,l'\kappa')\,e^{i\mathbf q\cdot\mathbf R_{l'}} .\tag{3}
\end{equation}
A mode is followed at fixed reduced wavevector, that is at fixed $\mathbf q\cdot\mathbf a_i$ for the primitive vectors $\mathbf a_i$, which is what periodic boundary conditions conserve. The phases then do not change, and $\delta D=D^{\mu\nu}\eta_{\mu\nu}$, where $D^{\mu\nu}$ is (3) with $\Phi^{\mu\nu}$ in place of $\Phi$. Vary $De=\omega^2e$ and multiply from the left by $e^\dagger$, with $e^\dagger e=1$:
\begin{equation*}
e^\dagger\delta D\,e+e^\dagger D\,\delta e=\delta\omega^2+\omega^2e^\dagger\delta e .
\end{equation*}
Because $D$ is Hermitian, $e^\dagger D=\omega^2e^\dagger$ and the $\delta e$ terms cancel. With $\delta\ln\omega=\delta\omega^2/2\omega^2$, a nondegenerate mode $s$ has
\begin{equation}
\gamma_{\mu\nu}(\mathbf qs)\equiv-\frac{\partial\ln\omega}{\partial\eta_{\mu\nu}}=-\frac{e^\dagger D^{\mu\nu}(\mathbf q)\,e}{2\omega^2}.\tag{4}
\end{equation}
For $\eta=\epsilon\mathbb 1$, $\delta\ln V=3\epsilon$ and $\delta\ln\omega=-\epsilon\,\mathrm{tr}\gamma$, so the volume parameter $-d\ln\omega/d\ln V$ is $\mathrm{tr}\gamma/3$. A shear $\eta_{xy}=\eta_{yx}=\eta$ gives $\delta\ln\omega=-(\gamma_{xy}+\gamma_{yx})\eta$. For a degenerate multiplet $\delta e$ need not be small. One then diagonalises $e_s^\dagger D^{\mu\nu}\eta_{\mu\nu}e_{s'}$ within the multiplet for each strain, and the eigenvalues are the shifts $\delta\omega^2$.

Q: And if I hold the Cartesian wavevector fixed?

A: Fixed reduced $\mathbf q$ means $\mathbf q'\cdot(1+\eta)\mathbf a_i=\mathbf q\cdot\mathbf a_i$, so $q'_\nu=q_\nu-\eta_{\mu\nu}q_\mu$. Returning to the old vector needs $\delta q_\nu=+\eta_{\mu\nu}q_\mu$, which adds $v_\nu q_\mu\eta_{\mu\nu}$ to $\delta\omega$, with $\mathbf v=\partial\omega/\partial\mathbf q$. Hence $\gamma^{\rm cart}_{\mu\nu}=\gamma_{\mu\nu}-q_\mu v_\nu/\omega$, a different quantity.

\section{Internal relaxation}

Q: You have not said what $\Lambda$ is. Why not set it to zero?

A: Setting it to zero defines the clamped tensor, and generally leaves forces on the atoms. The force on atom $0\kappa$ is $-\sum_2\Phi_{\alpha\gamma}(0\kappa,2)u_\gamma(2)$ to first order. Inserting (1) and requiring zero force for every $\eta$,
\begin{align}
\sum_{\kappa'}\Phi^0_{\kappa\alpha,\kappa'\gamma}\Lambda_{\kappa'\gamma,\mu\nu}&=-f_{\kappa\alpha,\mu\nu},\tag{5}\\
\Phi^0_{\kappa\alpha,\kappa'\gamma}=\sum_{l'}\Phi_{\alpha\gamma}(0\kappa,l'\kappa'),\qquad f_{\kappa\alpha,\mu\nu}&=\sum_{l'\kappa'}\Phi_{\alpha\mu}(0\kappa,l'\kappa')R_\nu(l'\kappa').\nonumber
\end{align}
This is static relaxation; forces from zero-point and thermal motion are left out.

Q: $\Phi^0$ is singular, so (5) may have no solution.

A: A uniform translation changes no force, which gives the harmonic sum rule $\sum_2\Phi_{\alpha\gamma}(1,2)=0$. The three translations are therefore null vectors of the symmetric matrix $\Phi^0$, and I assume there are no others, meaning no zone-centre optical mode of zero frequency. A solution exists if $f$ is orthogonal to them, $T_{\alpha\mu\nu}\equiv\sum_\kappa f_{\kappa\alpha,\mu\nu}=0$. Two symmetries give this. First, the harmonic rule allows $R_\nu(l'\kappa')\to R_\nu(l'\kappa')-\tau_{\kappa\nu}$ in $f$; it also shows that $f$ ignores the origin. Exchange symmetry and periodicity give $\Phi_{\alpha\mu}(0\kappa,l'\kappa')=\Phi_{\mu\alpha}(0\kappa',-l'\kappa)$, and $\mathbf R(l'\kappa')-\boldsymbol\tau_\kappa=-[\mathbf R(-l'\kappa)-\boldsymbol\tau_{\kappa'}]$. Renaming the summation labels yields $T_{\alpha\mu\nu}=-T_{\mu\alpha\nu}$. Second, a small rotation $u=\Omega R$ with antisymmetric $\Omega$ rotates the forces, $\delta F=\Omega F$, and $F=0$. Thus $f_{\kappa\alpha,\mu\nu}\Omega_{\mu\nu}=0$ and $f$ is symmetric in $\mu\nu$. Using the two in turn,
\begin{equation*}
T_{\alpha\mu\nu}=-T_{\mu\alpha\nu}=-T_{\mu\nu\alpha}=T_{\nu\mu\alpha}=T_{\nu\alpha\mu}=-T_{\alpha\nu\mu}=-T_{\alpha\mu\nu},
\end{equation*}
so $T=0$. The pseudo-inverse gives $\Lambda=-(\Phi^0)^+f$, the solution with $\sum_\kappa\Lambda_\kappa=0$; any other differs by a uniform shift.

Q: What does the relaxation term mean physically?

A: Use the real optical eigenvectors $e_j$ of $D(0)=m^{-1/2}\Phi^0m^{-1/2}$, with frequencies $\omega_j$, and set $F_j^{\mu\nu}=e_j^Tm^{-1/2}f_{\mu\nu}$. Try
\begin{equation}
\Lambda'_{\mu\nu}=-\sum_{j\,\in\,\rm opt}m^{-1/2}e_j\,F_j^{\mu\nu}/\omega_j^2 .\tag{6}
\end{equation}
Then $\Phi^0\Lambda'=-m^{1/2}\big(\sum_{\rm opt}e_je_j^T\big)m^{-1/2}f$. The acoustic vectors are proportional to $\sqrt{m_\kappa}$, so their overlap with $m^{-1/2}f$ is proportional to $\sum_\kappa f_\kappa=0$. The optical projector may therefore be replaced by unity, and (5) holds. The strain freezes in optical amplitudes $Q_j=-F_j^{\mu\nu}\eta_{\mu\nu}/\omega_j^2$. If $V_j=\partial\omega^2(\mathbf qs)/\partial Q_j$ is the cubic coupling of the mode to such an amplitude, the relaxation part of (4) is $+\sum_jV_jF_j^{\mu\nu}/(2\omega^2\omega_j^2)$. It grows as $\omega_j^{-2}$ when mode $j$ softens while $V_j$, $F_j$ and $\omega$ stay finite and nonzero, and the linear treatment then holds for ever smaller strains.

\section{The origin}

Q: Here is my main doubt. Equation (2) contains absolute positions. Move the origin and $\gamma$ changes, which is absurd. Worse, $\eta R$ is not small far from the origin, so your expansion was not allowed.

A: One identity meets both objections. The energy is unchanged when all atoms move by $\mathbf t$, and so is its second derivative $\Phi(1,2)$. Differentiating with respect to $t_\gamma$,
\begin{equation}
S_{\alpha\beta\gamma}(1,2)\equiv\sum_3\Psi_{\alpha\beta\gamma}(1,2,3)=0 ,\tag{7}
\end{equation}
the cubic acoustic sum rule. It permits subtracting $u(1)$ from $u(3)$ in $\delta\Phi(1,2)$, and differences are small over the short range of $\Psi$, so the expansion is legitimate everywhere. For the origin, keep $S$ arbitrary, as for an imperfect set of cubic constants used with a correct $\Phi$. Under $\mathbf R\to\mathbf R+\mathbf a$, $\Lambda$ is unchanged because $f$ is, and (2) gains $\sum_3\Psi_{\alpha\beta\mu}a_\nu=S_{\alpha\beta\mu}a_\nu$. With $S_\mu(\mathbf q)$ the sum (3) over $S_{\alpha\beta\mu}$,
\begin{equation}
\Delta D^{\mu\nu}=a_\nu S_\mu(\mathbf q),\qquad\Delta\gamma_{\mu\nu}=-a_\nu\,\frac{e^\dagger S_\mu(\mathbf q)\,e}{2\omega^2}.\tag{8}
\end{equation}
$S$ is real, symmetric under $(1\alpha)\leftrightarrow(2\beta)$ and periodic, like $\Phi$, so $S_\mu(\mathbf q)$ is Hermitian and the shift is real. If (7) holds, $\gamma$ does not depend on the origin. The meaning is that a strain about a displaced point equals the strain about the old point plus the rigid translation $\eta\mathbf a$.

Q: Is the origin the whole of what (7) protects?

A: No. A uniform shift $t_{\gamma,\mu\nu}$ of $\Lambda$ adds $t_{\gamma,\mu\nu}S_\gamma(\mathbf q)$ to $D^{\mu\nu}$, so $\Lambda$ and $\Lambda'$ agree through (7). Next evaluate (2) for a first atom in cell $l$. Shifting all labels of $\Psi$ by $-l$ and writing $\mathbf R(l''\kappa'')=\mathbf R((l''-l)\kappa'')+\mathbf R_l$,
\begin{equation}
\Phi^{\mu\nu}_{\alpha\beta}(l\kappa,l'\kappa')=\Phi^{\mu\nu}_{\alpha\beta}(0\kappa,(l'-l)\kappa')+S_{\alpha\beta\mu}(l\kappa,l'\kappa')R_{l,\nu}.\tag{9}
\end{equation}
Without (7) the strained constants are not periodic. Exchange symmetry gives $\Phi^{\mu\nu}_{\alpha\beta}(0\kappa,l'\kappa')=\Phi^{\mu\nu}_{\beta\alpha}(l'\kappa',0\kappa)$, and by (9) this equals $\Phi^{\mu\nu}_{\beta\alpha}(0\kappa',-l'\kappa)+S_{\alpha\beta\mu}(0\kappa,l'\kappa')R_{l',\nu}$. Hermiticity of $D^{\mu\nu}$ requires equality without the last term, so it is lost as well whenever $S(0\kappa,l'\kappa')$ is nonzero for some $l'\ne0$; for broken sets I quote the real part of (4). Finally, choosing the atom in cell $\mathbf L_\kappa$ as the home representative of sublattice $\kappa$ evaluates row $\kappa$ in that cell, and (9) gives
\begin{equation}
\Delta\gamma_{\mu\nu}=-\frac{1}{2\omega^2}\sum_\kappa L_{\kappa\nu}\,\mathrm{Re}\big[e_\kappa^\dagger(S_\mu e)_\kappa\big].\tag{10}
\end{equation}

Q: You have shown that (7) suffices. Does origin independence need it?

A: For the matrix, yes. If $\Delta D^{\mu\nu}=0$ for all $\mathbf a$ and $\mathbf q$, then $S_\mu(\mathbf q)=0$ throughout the zone, and averaging $e^{-i\mathbf q\cdot\mathbf R_{l'}}S_\mu(\mathbf q)$ over the zone returns $S_{\alpha\beta\mu}(0\kappa,l'\kappa')/\sqrt{m_\kappa m_{\kappa'}}$, which must vanish. For $\gamma$ itself, no: (8) contains just the diagonal elements of $S_\mu$ in the mode basis, and symmetry can remove them. Let the crystal have an inversion $I$ that maps atom 1 to atom $I1$ of equal mass, and let the imperfect $\Psi$ respect it. Each Cartesian index changes sign, so $\Phi(I1,I2)=\Phi(1,2)$, $\Psi(I1,I2,I3)=-\Psi(1,2,3)$ and $S(I1,I2)=-S(1,2)$. A mode is the pattern $u(l\kappa)=m_\kappa^{-1/2}e_\kappa e^{i\mathbf q\cdot\mathbf R_l}$, and $e^\dagger S_\mu e=\langle u|S_\mu|u\rangle$, the sum of $u_\alpha^*(1)S_{\alpha\beta\mu}(1,2)u_\beta(2)$ per cell. Define $u'(1)=u(I1)^*$. Inversion sends $\mathbf q\to-\mathbf q$ and conjugation sends it back; since $\Phi$ is real and even, $u'$ is a mode with the same $\mathbf q$ and $\omega$. If the mode is nondegenerate, $u'$ is $u$ times a phase, and
\begin{equation*}
\langle u|S_\mu|u\rangle=\langle u'|S_\mu|u'\rangle=\sum u(I1)S(1,2)u(I2)^*=-\langle u|S_\mu|u\rangle^* .
\end{equation*}
The last step relabels $I1\to1$, $I2\to2$. The quantity is real, hence zero. For a multiplet the argument applies to the sum over its modes. So in such a crystal an origin test on $\gamma$ of a nondegenerate mode, or on the sum over a multiplet, passes with $S\ne0$. The factors $\mathrm{Re}[e_\kappa^\dagger(S_\mu e)_\kappa]$ in (10) are not forced to vanish separately when $I$ exchanges sublattices: only their unweighted sum, $e^\dagger S_\mu e$, must be zero, so (10) with unequal $\mathbf L_\kappa$ can be nonzero.

Q: Then measure $\mathbf R$ from the home atom, $\mathbf R(3)-\boldsymbol\tau_\kappa$, and forget the rule.

A: With (7) that changes nothing. Without it the origin cancels by construction, which amounts to choosing $\mathbf a=-\boldsymbol\tau_\kappa$ row by row. The missing constants stay missing.

Q: For acoustic modes (4) divides by $\omega^2\propto q^2$. Why is $\gamma$ finite?

A: By exchange symmetry (7) holds on the second atom too, so summing (2) over $l'\kappa'$ gives zero: $\Phi^{\mu\nu}$ obeys the harmonic rule. Expand along a direction, $D^{\mu\nu}=D_0+qD_1+\dots$ and $e=e_0+qe_1+\dots$, with $e_{0\kappa}=\sqrt{m_\kappa/M}\,\boldsymbol\varepsilon$ and $M=\sum_\kappa m_\kappa$. The polarisation $\boldsymbol\varepsilon$ can be taken real, since $D(-\mathbf q)=D(\mathbf q)^*$ makes the effective acoustic matrix, which is quadratic in $\mathbf q$, real. The rule gives $D_0e_0=0$, and Hermiticity gives $e_0^\dagger D_0=0$. That removes order $q^0$ and leaves $e_0^\dagger D_1e_0$ at order $q$. $D_1$ comes from $i\mathbf q\cdot\mathbf R_{l'}$ times real constants, so this term is imaginary, while a Hermitian expectation value is real; it vanishes. The numerator is of order $q^2$ and $\gamma$ has a finite, direction-dependent limit. If the rule fails and $e_0^\dagger D_0e_0\ne0$, $\gamma$ diverges as $q^{-2}$.

Q: Nothing in (2) looks symmetric in $\mu\nu$.

A: Rotational invariance supplies the symmetry. Rotating the crystal by $1+\Omega$ turns each block into $(1+\Omega)\Phi(1+\Omega)^T$, so $\delta\Phi=\Omega\Phi-\Phi\Omega$. No relaxation follows, because $f\Omega=0$. Hence $D^{\mu\nu}\Omega_{\mu\nu}=[\Omega,D]$ with $\Omega$ acting on each atom, and $e^\dagger[\Omega,D]e=\omega^2e^\dagger\Omega e-\omega^2e^\dagger\Omega e=0$. Therefore $\gamma_{\mu\nu}=\gamma_{\nu\mu}$, although $D^{\mu\nu}$ need not be symmetric. The Lagrangian strain equals the symmetric part of $\eta$ to first order, so it defines the same tensor. Zero stress was never used, just zero forces. Short range was used: in a polar crystal dipole tails and the macroscopic field make these sums depend on electrical boundary conditions, and that case lies outside this derivation.

\section{A model crystal}

Q: Show me numbers I can follow.

A: Take the zincblende structure with round model parameters, not a real material: masses 30 and 70 u, Morse bonds $V=D_e(1-e^{-\alpha(r-d)})^2$ with $D_e=2$ eV, $\alpha=1.5$ \AA$^{-1}$, $d=2.4$ \AA, and angle terms $\tfrac12k_X(\cos\theta+\tfrac13)^2$ with $k_A=3$ eV, $k_B=2$ eV, $k=k_A+k_B=5$ eV. Then $a=4d/\sqrt3=5.5426$ \AA, and at $r=d$, $V'=0$, $V''=2D_e\alpha^2=9$ eV/\AA$^2$, $V'''=-6D_e\alpha^3=-40.5$ eV/\AA$^3$. The twofold axes through each site reverse two coordinates, so $f_{\kappa\alpha,\mu\nu}$ survives just for $\alpha,\mu,\nu$ all different: diagonal strains cause no relaxation. Apply $\eta_{xy}=\eta_{yx}=\eta$ and shift $B$ relative to $A$ by $w\hat{\mathbf z}$. The bond directions are $\mathbf n_{1\ldots4}=(1,1,1),(1,\bar1,\bar1),(\bar1,1,\bar1),(\bar1,\bar1,1)$ over $\sqrt3$, and bond $i$ changes by $\boldsymbol\delta_i=d\,\eta\mathbf n_i+w\hat{\mathbf z}$, with $\mathbf n_i\eta\mathbf n_j=\eta(x_iy_j+y_ix_j)$. Its length changes by $\mathbf n_i\cdot\boldsymbol\delta_i=\pm(2d\eta/3+w/\sqrt3)$. From $\delta\mathbf n_i=[\boldsymbol\delta_i-\mathbf n_i(\mathbf n_i\cdot\boldsymbol\delta_i)]/d$ and $\cos\theta=-\tfrac13$,
\begin{equation*}
\delta\cos\theta_{ij}=2\,\mathbf n_i\eta\mathbf n_j+\tfrac13(\mathbf n_i\eta\mathbf n_i+\mathbf n_j\eta\mathbf n_j)+\tfrac{4w}{3d}(n_{iz}+n_{jz}).
\end{equation*}
Pair (1,4) gives $-\tfrac43\eta+\tfrac49\eta+8w/(3\sqrt3d)=-\tfrac89\eta+8w/(3\sqrt3d)$, pair (2,3) the opposite, and the other four pairs have $n_{iz}+n_{jz}=0$. At $B$ both $\mathbf n$ and $\boldsymbol\delta$ reverse, leaving $\delta\cos\theta$ the same. The $w$-dependent energy per cell is
\begin{align*}
E&=2V''\Big(\frac{2d\eta}{3}+\frac{w}{\sqrt3}\Big)^2+k\Big(\frac{8w}{3\sqrt3d}-\frac{8\eta}{9}\Big)^2\\
&=\tfrac12Kw^2+\frac{8w\eta}{3\sqrt3d}\Big(V''d^2-\frac{16k}{9}\Big)+O(\eta^2),\\
K&=\frac{4V''}{3}+\frac{128k}{27d^2}=\frac{4}{3d^2}\Big(V''d^2+\frac{32k}{9}\Big).
\end{align*}
Setting $\partial E/\partial w=0$ gives $w=-(2d/\sqrt3)\zeta\eta=-(a/2)\zeta\eta$, with the Kleinman parameter
\begin{equation*}
\zeta=\frac{V''d^2-16k/9}{V''d^2+32k/9}=\frac{51.840-8.889}{51.840+17.778}=0.617 .
\end{equation*}
For $k=0$, $\zeta=1$ and all bond lengths are preserved to first order in $\eta$. Route (5) agrees: row $A$ reads $K(w_A-w_B)=-2f_{Az,xy}\eta$, and with $K=12.000+4.115=16.115$ eV/\AA$^2$ and $f_{Az,xy}=-13.777$ eV/\AA, $w/\eta=2(-13.777)/16.115=-1.710$ \AA.

Q: That tests harmonic constants. Where is a cubic one?

A: In the zone-centre optical triplet, $\omega^2=K/\mu$ with reduced mass $\mu=21$ u, which is 13.69 THz (456.8 cm$^{-1}$). Dilate to bond length $r$. A bond has stiffness $V''\mathbf n\mathbf n^T+(V'/r)(1-\mathbf n\mathbf n^T)$ and $\sum_i\mathbf n_i\mathbf n_i^T=\tfrac43\mathbb 1$, giving $\tfrac43(V''+2V'/r)$; the angles stay ideal, giving $128k/27r^2$. At $r=d$, where $d(V'/r)/dr=V''/d$,
\begin{equation*}
\frac{dK}{d\ln r}=\tfrac43(dV'''+2V'')-2(4.115)=\tfrac43(-97.2+18)-8.230=-113.83\ \text{eV/\AA}^2 .
\end{equation*}
Since $\ln\omega=\tfrac12\ln K+$const and $V\propto r^3$, $\gamma=113.83/(6\times16.115)=1.177$, which the projected matrix (2)--(4) reproduces. Under the shear the triplet splits, with $-d\ln\omega/d\eta=0,\pm2.489$ clamped and $0,\pm0.297$ relaxed.

Q: And at a general wavevector?

A: At $\mathbf q=(2\pi/a)(0.6,0.3,0.1)$ the six modes are nondegenerate.
\begin{center}
\begin{tabular}{lrrrrrr}
$\omega/2\pi$ (THz)&3.54&4.22&6.24&12.01&12.82&12.98\\
$\mathrm{tr}\gamma/3$&$-0.7470$&$-0.3286$&1.0216&1.2366&1.3864&1.3405\\
$\gamma_{xy}$ clamped&$-0.5273$&$-0.1196$&0.1148&1.1487&0.0257&$-1.0001$\\
relaxation&0.5588&0.0942&$-0.3663$&$-0.8879$&$-0.0195$&0.8074\\
$\gamma_{xy}$ total&0.0315&$-0.0253$&$-0.2515$&0.2607&0.0062&$-0.1927$
\end{tabular}
\end{center}
At this wavevector relaxation opposes the clamped $\gamma_{xy}$ in all six modes and reverses its sign in the first and third, for example $0.1148-0.3663=-0.2515$. This is not a general rule: for $\gamma_{xz}$ of the fifth mode the clamped part, 0.0111, and the relaxation part, 0.0016, have the same sign. The two lowest modes stiffen on expansion, their $\mathrm{tr}\gamma/3$ being negative. The numerical check strains the same model by $\pm10^{-5}$, relaxes the full nonlinear forces and rediagonalises. The largest absolute difference from (4) over all modes and components is $3\times10^{-9}$, and $8\times10^{-9}$ for a lattice expanded by 2\%, which is under stress. At fixed Cartesian $\mathbf q$ the lowest mode has $-1.008$ in place of $-0.747$.

Q: Now break the rule.

A: Drop every triplet containing a second-neighbour pair and adjust nothing, which keeps 26 of 170 blocks and respects the crystal symmetry. Then $S$ is minus the sum of the dropped terms. Its largest element is 0.74 eV/\AA$^3$, about 2\% of the largest $|\Psi|$, 39.8 eV/\AA$^3$, and $D^{\mu\nu}$ acquires a non-Hermitian part. With the origin on $A$, $\mathrm{tr}\gamma/3$ of the lowest mode is $-0.755$. Moving the origin by $(1,2,3)$ \AA\ adds 0.026, as (8) requires, and the shift is linear in $\mathbf a$. Home-relative positions give $-0.789$ for this mode, farther from the full $-0.747$ than either; for the third mode they give 0.9895 against 0.9749 with the origin on $A$, nearer the full 1.0216 but still short of it. The direction of the change depends on the mode. Near the zone centre the full acoustic values are $-0.730,-0.473,1.036$ at both $10^{-2}\mathbf q$ and $10^{-3}\mathbf q$, whereas, with the origin on $A$, the largest truncated acoustic component grows from $9.41\times10^4$ at $10^{-3}\mathbf q$ to $9.41\times10^6$ at $10^{-4}\mathbf q$, the factor 100 of a $q^{-2}$ law.

Q: And your centrosymmetric exception?

A: Equal masses of 50 u and $k_A=k_B=2.5$ eV give the diamond structure, with inversion at the bond centre. The same truncation leaves $\max|S|=0.62$ eV/\AA$^3$, and the origin shift changes elements of $D^{\mu\nu}$ by up to 0.037 eV/(\AA$^2$u). The change of $\gamma$ is at rounding level, about $10^{-15}$. Yet assigning to the home cell the $B$ atom displaced by one primitive vector, $\mathbf L_B=(a/2)(0,1,1)$, changes components of $\gamma$ by up to 0.123, the effect described by (10), which is linear in $\mathbf L_B$, and the largest absolute error against the full constants is 0.238. A set of cubic constants should therefore be examined through $S$ itself.

\section*{Computed values}
\begin{verbatim}
Morse D = 2.0 eV, alpha = 1.5 1/A, d = 2.4 A, cubic a = 5.5426 A
masses = (30.0, 70.0) u, reduced = 21.00 u, angle k = (3.0, 2.0) eV
V2 = 9.000 eV/A^2, V3 = -40.500 eV/A^3, strain step = 1e-05
V2 d^2 = 51.840 eV, 16k/9 = 8.889 eV, 32k/9 = 17.778 eV
f_Az,xy = -13.7766 eV/A, Kleinman zeta = 0.61696
relative shift w_z/eta for eta_xy=eta_yx: -1.7098 A
K bond = 12.0000, K angle = 4.1152, dK/dln r = -113.8305 eV/A^2
Gamma optical = 13.6949 THz = 456.8 1/cm
Gamma optical volume gamma = 1.1773
Gamma triplet -dln(w)/deta, xy shear, clamped: 2.4892 -0.0000 -2.4892
Gamma triplet -dln(w)/deta, xy shear, relaxed: 0.2971 0.0000 -0.2971
q in 2pi/a: 0.6 0.3 0.1 ; reduced: 0.20 0.35 0.45
frequency THz     : 3.5369 4.2171 6.2441 12.0147 12.8198 12.9848
tr(gamma)/3       : -0.7470 -0.3286 1.0216 1.2366 1.3864 1.3405
tr/3 strained ref : -0.7470 -0.3286 1.0216 1.2366 1.3864 1.3405
gamma_xx          : -0.7941 -0.2888 0.8337 1.1666 1.5688 1.2481
gamma_yy          : -0.9404 -0.1441 1.1051 1.2708 1.3409 1.3417
gamma_zz          : -0.5066 -0.5530 1.1258 1.2724 1.2496 1.4318
gamma_xy clamped  : -0.5273 -0.1196 0.1148 1.1487 0.0257 -1.0001
gamma_xy relax    : 0.5588 0.0942 -0.3663 -0.8879 -0.0195 0.8074
gamma_xy total    : 0.0315 -0.0253 -0.2515 0.2607 0.0062 -0.1927
gamma_xz clamped  : -0.2585 -0.2207 0.1662 0.4276 0.0111 -0.3793
gamma_xz relax    : 0.1656 0.3070 -0.2665 -0.3392 0.0016 0.3039
gamma_xz total    : -0.0929 0.0863 -0.1002 0.0884 0.0126 -0.0754
gamma_yz clamped  : -0.3496 -0.2101 0.2778 0.4235 -0.8298 0.4247
gamma_yz relax    : 0.4270 0.1059 -0.3064 -0.3520 0.6856 -0.3406
gamma_yz total    : 0.0774 -0.1042 -0.0286 0.0715 -0.1443 0.0841
gamma_xy strained : 0.0315 -0.0253 -0.2515 0.2607 0.0062 -0.1927
tr/3 fixed Cart. q: -1.0082 -0.6135 0.8162 1.3116 1.4137 1.3645
max formula minus strained: 3.0e-09; 2% expanded lattice: 7.9e-09
max |S| full = 4.2e-14, truncated = 0.7425 eV/A^3
max |Psi| = 39.837 eV/A^3; triplets full 170, kept 26
origin shift A    : 1.0 2.0 3.0
truncated tr/3    : -0.7551 -0.3979 0.9749 1.2149 1.3750 1.3227
its origin change : 0.0260 -0.0062 -0.0076 0.0051 -0.0011 -0.0028
home-relative tr/3: -0.7895 -0.4054 0.9895 1.2169 1.3745 1.3215
truncated non-Hermitian part max = 0.0142 eV/(A^2 u)
acoustic tr/3 at 1e-2 q: -0.7297 -0.4730 1.0356 ; at 1e-3 q: -0.7297 -0.4730 1.0356
truncated acoustic max|gamma| at 1e-3 q = 9.4107e+04, 1e-4 q = 9.4108e+06, ratio 100.00
diamond limit masses (50.0, 50.0) u, k (2.5, 2.5) eV, max |S| = 0.6187 eV/A^3
diamond truncated: origin change of gamma 1.7e-15, of matrix 0.0371 eV/(A^2 u)
diamond truncated: relabel change 0.1228, error against full 0.2379
\end{verbatim}
